# The Electrocapillary Maxwell Relation between Surface Stress and Electrode Potential

A model metal electrode in dilute salt water carries 5 µC/cm² of charge. Its area is stretched by 0.1 % while the charge on it stays the same, and its potential falls by 0.77 mV. If charge is instead supplied during the stretch, so that the charge per actual area stays the same, the potential changes by less than 1 µV. The first response, −0.774 V per unit strain, also appears in a purely mechanical quantity: at fixed strain, the surface stress changes with charge at the rate −0.774 N/m per C/m², and one N/m per C/m² is one volt. Two things need explaining: why these two numbers agree, and why the agreement belongs to one way of counting charge and not to the other.

Let $A_0$ be the area of the electrode in a reference state and $A=A_0(1+e)$ its actual area, so that $e$ is the areal strain, taken as isotropic in the plane. Let $Q$ be the charge on the metal side of the interface. Two charge densities can be formed from it,

$$q=\frac{Q}{A_0},\qquad \sigma=\frac{Q}{A}=\frac{q}{1+e}.$$

The first is the charge per reference area, the second the charge per actual area. At fixed $Q$, stretching leaves $q$ unchanged and dilutes $\sigma$.

The electrode is ideally polarizable: no charge crosses the interface, so $Q$ is a variable of state that the external circuit controls. Temperature, pressure and the chemical potentials of the electrolyte are fixed. The potential $E$ is measured against a reference electrode that does not feel the strain. Let $\Psi(Q,A)$ be the free energy of the interface under these conditions, after subtraction of the elastic energy of the neutral bulk metal at the same strain. Bringing charge $dQ$ to the electrode through the circuit takes the work $E\,dQ$. Stretching the surface by $dA$ at fixed $Q$ takes the work $f\,dA$, which defines the surface stress $f$. For reversible changes, therefore,

$$d\Psi=E\,dQ+f\,dA.$$

Since $A_0$ is a constant, $dQ=A_0\,dq$ and $dA=A_0\,de$. Division by $A_0$, with $\psi=\Psi/A_0$, gives

$$d\psi=E\,dq+f\,de,\qquad E=\left(\frac{\partial\psi}{\partial q}\right)_e,\quad f=\left(\frac{\partial\psi}{\partial e}\right)_q .$$

Where $\psi$ is twice continuously differentiable, the order of differentiation does not matter, and

$$\boxed{\left(\frac{\partial f}{\partial q}\right)_e=\frac{\partial^2\psi}{\partial q\,\partial e}=\left(\frac{\partial E}{\partial e}\right)_q\equiv\varsigma}$$

The strain was not assumed small. The subtracted bulk energy depends on $e$ alone, so it shifts $f$ by a function of $e$ and drops out of $\varsigma$.

A closed cycle shows the physical content. Charge the electrode by $dq$ at strain $e$, stretch it by $de$, remove the charge $dq$, and let the strain return. The two electrical steps differ because the potential has changed with strain, and their net work is $-(\partial E/\partial e)_q\,dq\,de$. The two mechanical steps differ because the stress has changed with charge, and their net work is $+(\partial f/\partial q)_e\,dq\,de$. A reversible isothermal cycle yields no net work, so the two coefficients are equal. If they were not, the electrode would be an engine running on a single heat bath.

The argument also shows where the relation fails. If a Faradaic current flows whose products leave the interface, the charge passed is no longer a function of the state of the interface. Reversible electrosorption is different: the adsorbate stays on the surface, the total charge passed still fixes the state, and the relation holds with $q$ taken as that total charge. If the surface yields plastically or its structure changes with hysteresis, the cycle is not reversible. At a first-order surface transition two phases coexist over a range of $q$; at the ends of that range $E$ and $f$ are continuous but their slopes jump, so the second derivatives of $\psi$ do not exist there. If the reference potential itself shifts with strain by $E_r(e)$, the measured derivative is $\varsigma-dE_r/de$, while the stress derivative is still $\varsigma$; a constant offset of $E$ does no harm.

**Which charge is held fixed**

Regard $E$ as a function of $\sigma$ and $e$. At fixed $q$, the density $\sigma=q/(1+e)$ changes at the rate $-q/(1+e)^2=-\sigma/(1+e)$, so the chain rule gives

$$\varsigma=\left(\frac{\partial E}{\partial e}\right)_\sigma-\frac{\sigma}{1+e}\left(\frac{\partial E}{\partial\sigma}\right)_e .$$

With the capacitance per reference area, $c=(\partial q/\partial E)_e$, and $dq=(1+e)\,d\sigma$ at fixed strain, $(\partial E/\partial\sigma)_e=(1+e)/c$. Hence

$$\varsigma=\left(\frac{\partial E}{\partial e}\right)_\sigma-\frac{\sigma}{c}.$$

The first term is the response of the interface to strain at a given charge density; the second comes from dilution of the charge. In the example $c=6.45$ µF/cm² at $q=5$ µC/cm² and $e=0$, so $\sigma/c=5/6.451=0.775$ V. The derivative at fixed $\sigma$ is 0.0007 V, and $0.0007-0.7751=-0.7744$ V; refining the grid moves these values by up to 0.0001 V. At this charge nearly the whole coupling is dilution. At zero charge the dilution term vanishes, both derivatives coincide, and the model gives $\varsigma=-0.096$ V.

**Fixed potential and the liquid limit**

Experiments often control $E$ instead of $q$. The suitable free energy is then $\psi-qE$. It is the excess grand potential per reference area, and hence equals $(1+e)\gamma$, where $\gamma$ is the surface tension, the work of forming unit actual area at fixed $E$. Its differential is

$$d[(1+e)\gamma]=E\,dq+f\,de-q\,dE-E\,dq=f\,de-q\,dE .$$

Reading off the coefficient of $de$ and differentiating the product,

$$f=\gamma+(1+e)\left(\frac{\partial\gamma}{\partial e}\right)_E ,$$

which is the Shuttleworth equation. The coefficient of $dE$ gives $(\partial\gamma/\partial E)_e=-q/(1+e)=-\sigma$, the Lippmann equation. Equality of the mixed derivatives gives a second Maxwell relation,

$$\left(\frac{\partial f}{\partial E}\right)_e=-\left(\frac{\partial q}{\partial e}\right)_E=c\,\varsigma .$$

The last equality follows from setting $dE=dq/c+\varsigma\,de$ to zero. The example gives −5.00 µC/cm² for both derivatives at $q=5$ µC/cm², in accord with $6.451\times(-0.7744)$. The surface tension there is 0.096 N/m and the surface stress 0.208 N/m; the difference of about 0.11 N/m is the strain derivative of $\gamma$ at fixed potential.

In a liquid metal, stretching brings fresh atoms to the surface and leaves its structure as it was. Then $E$ depends on $\sigma$ alone, $\gamma$ depends on $E$ alone, and $f=\gamma$. The coupling reduces to $\varsigma=-\sigma/c$. The Lippmann equation says the same, since $(\partial\gamma/\partial q)_e=-\sigma\,(\partial E/\partial q)_e=-\sigma/c$. When the example is stretched at constant bulk electron density, which imitates a liquid, both sides are −0.775 V at 5 µC/cm². The solid value of −0.774 V is almost the same, so at this charge the coupling hardly distinguishes solid from liquid. At zero charge it does: the liquid gives zero and the solid −0.096 V.

**A microscopic electrode**

Thermodynamics guarantees the relation for any reversible interface whose free energy is smooth in $q$ and $e$. A microscopic model lets the two sides be computed by different routes, one from forces and one from the Fermi level. Take a metal of conduction electrons in a uniform positive background that ends at a plane. Beyond it come a gap of 0.12 nm, an inner solvent layer of 0.30 nm with permittivity 10, and a diffuse ionic layer in water of permittivity 80. The film is symmetric, and half of it, of depth $\ell=0.8$ nm, is considered; a depth of 1.2 nm gives the same coupling at 5 µC/cm². Its thickness is clamped while its area is stretched, so the background density is $\bar n=n_0/(1+e)$, with $n_0=60$ nm⁻³.

In Gaussian units, with $e_0$ the elementary charge, the free energy per actual area is

$$g=\int\!\left[u(n)+\frac{\hbar^2}{72m}\frac{n'^2}{n}+Vn\right]dz+\int\frac{\varepsilon F^2}{8\pi}\,dz+w(\sigma)-\ell\,u(\bar n).$$

Here $u$ collects the Thomas–Fermi kinetic, Dirac exchange and Wigner correlation energies. The gradient term is that of von Weizsäcker with coefficient 1/9, $F$ is the electric field in the film, gap and inner layer, and $w$ is the free energy of the diffuse layer. The potential $V$ is 5 eV in the inner layer and zero elsewhere; it stands for the repulsion of electrons by closed-shell solvent molecules, and its size is a round model choice, not fitted to water. It matters most on the negative side. At −5 µC/cm² the electron level in the inner layer reaches −2.01 eV. Without repulsion, a uniform electron gas of the most favourable density, about a third of the metal's, has −2.26 eV per electron, so this comparison of local energies would not rule out a pool of electrons in the solvent. With the repulsion the least energy is +2.74 eV per electron, well above the level, and such a pool would cost energy.

The charge fixes the number of electrons per actual area, $\int n\,dz=\bar n\ell-\sigma/e_0$. To find the stress, write $a=1+e$ and $n(z)=\nu(z)/a$, where $\nu$ is the density per unit reference volume. Then $\int\nu\,dz=n_0\ell-q/e_0$ does not change with strain at fixed $q$. The equilibrium density makes $\psi=a\,g$ stationary under this constraint, so the readjustment of $\nu$ contributes nothing to first order. It suffices to differentiate at fixed $\nu$ and $q$:

- For the local energy, $\dfrac{d}{da}\left[a\,u(\nu/a)\right]=u(n)-n\,u'(n)$.
- The gradient and repulsion terms are of first degree in $n$. The factor $a$ in front cancels the $1/a$ from the density, and they contribute nothing.
- All charge densities scale as $1/a$, and so does $F$, since the solvent permittivity profile is unchanged. The field energy per reference area scales as $a\cdot a^{-2}=a^{-1}$, and its derivative is $-\int\varepsilon F^2/(8\pi)\,dz$.
- For the diffuse layer, $\dfrac{d}{da}\left[a\,w(q/a)\right]=w-\sigma w'(\sigma)$.

With $\phi_d=w'(\sigma)$, the potential drop across the diffuse layer, the sum is

$$f=\int\left[u-n\,u'\right]dz-\int\frac{\varepsilon F^2}{8\pi}\,dz+w-\sigma\phi_d-\ell\left[u(\bar n)-\bar n\,u'(\bar n)\right].$$

The first bracket is minus the local pressure of the electron gas, and the field term is the lateral push of the field lines. The potential follows from the other slope of $\psi$. Raising $q$ by $dq$ at fixed strain removes $dq/e_0$ electrons and charges the diffuse layer, so

$$E=-\frac{\mu}{e_0}+\phi_d ,$$

up to the constant of the reference electrode. Here $\mu$ is the Fermi level measured from the electrostatic energy of an electron at the outer plane of the inner layer, without the repulsion $V$.

The diffuse layer can be treated in closed form. For a 1:1 salt with number density $c_s$ of each ion, the mean-field Poisson–Boltzmann equation is $\varepsilon\phi''/(4\pi)=2e_0c_s\sinh(e_0\phi/kT)$. Multiplying by $\phi'$ and integrating from the bulk, where $\phi$ and $\phi'$ vanish,

$$\frac{\varepsilon\phi'^2}{8\pi}=2c_skT\left(\cosh\frac{e_0\phi}{kT}-1\right)=4c_skT\sinh^2\frac{e_0\phi}{2kT}.$$

At the inner edge $\sigma=-\varepsilon\phi'/(4\pi)$, so $\sigma^2=(\varepsilon/2\pi)\,(\varepsilon\phi'^2/8\pi)$ and

$$\sigma=s\,\sinh\frac{e_0\phi_d}{2kT},\qquad s=\sqrt{\frac{2\varepsilon c_skT}{\pi}} .$$

Integration by parts of $w=\int_0^\sigma\phi_d\,d\sigma'$ then gives the diffuse contribution to the stress,

$$w-\sigma\phi_d=-\int_0^{\phi_d}\sigma\,d\phi=-\frac{2kT}{e_0}\left(\sqrt{\sigma^2+s^2}-s\right).$$

It is negative for either sign of charge. With 0.01 mol/L of salt at 300 K and $\sigma=5$ µC/cm², $\phi_d=0.111$ V and the contribution is −0.0020 N/m. A numerical solution of the Poisson–Boltzmann equation, with the field stress and the excess osmotic pressure integrated over the layer, agrees with this within the 0.1 % allowed.

**Reading the numbers**

The two sides of the Maxwell relation were obtained from differences of $f$ over ±0.03 µC/cm² and differences of $E$ over ±0.001 in strain:

| $q$ (µC/cm²) | $e$ | $(\partial f/\partial q)_e$ (V) | $(\partial E/\partial e)_q$ (V) |
|---:|---:|---:|---:|
| −5 | 0 | 0.505 | 0.505 |
| 0 | 0 | −0.096 | −0.096 |
| 5 | 0 | −0.774 | −0.774 |
| −3 | 0.02 | 0.276 | 0.276 |

The test required agreement within 0.2 mV in each row. The last row is at 2 % strain, where $q$ and $\sigma$ are no longer equal.

The coupling changes sign between −5 and 0 µC/cm². Since $\varsigma$ is the slope of $f$ against $q$, positive on the left of the crossing and negative on the right, the surface stress has a maximum at negative charge. The surface tension has its maximum at zero charge, because its slope is $-\sigma/c$. The two maxima are separated because the solid responds to strain even when it is uncharged.

The response at fixed $\sigma$ also varies, from −0.096 V at zero charge to +0.0007 V at 5 µC/cm². Its derivative with respect to $\sigma$ is $\partial^2E/\partial\sigma\,\partial e$, the strain derivative of the inverse capacitance per actual area. Averaged over this range it is $0.0965/5=0.019$ V per µC/cm², while the average inverse capacitance is $0.8065/5=0.161$ in the same unit. Stretching by 1 % thus raises the average inverse capacitance by about 0.12 %. The near-zero value at 5 µC/cm² is a cancellation between this effect and the response at zero charge, not a general property of electrodes.

Integration of the Maxwell relation at fixed strain gives

$$f(q)-f(0)=\int_0^q\varsigma(q')\,dq' ,$$

so potentials measured on a strained electrode predict a change of stress. From zero to 5 µC/cm², both the integral of the potential response and the direct stress difference are −0.0222 N/m. As a rough check, the mean of the end values, −0.435 V, times 0.05 C/m² gives −0.0218 N/m. The diffuse layer supplies about 9 % of the change. Spread over a film 100 nm thick with one active face, the change amounts to a mean stress of −0.22 MPa. Take a round 100 GPa for the ratio of in-plane stress to areal strain. If the film is kept flat but is free to change its area, its areal strain is then about $2\times10^{-6}$, which shifts the potential by about 2 µV. Treating the strain as fixed during charging is a good approximation here.

Measured couplings of clean noble-metal surfaces near zero charge are negative, roughly −1 to −2 V. The model's −0.096 V is ten to twenty times smaller, so it should not be used to predict a real metal. Part of the shortfall lies in the approximate kinetic energy and the solvent layer: a Kohn–Sham treatment of the same jellium gives, in the limit of a thick film, about −0.3 V with this solvent layer and about −0.4 V against vacuum. In films only 1.6 to 2 nm thick, quantum-size oscillations, which the orbital-free model does not have, move the Kohn–Sham value between about −0.9 and +0.1 V with the solvent layer. The model also lacks the atomic lattice and the d electrons, whose share is not computed here. Releasing the clamped thickness would not close the gap. A metal free to contract by half the areal strain changes its density half as much, which would halve the response at zero charge to about −0.05 V. At 5 µC/cm² the same contraction leaves the coupling at −0.775 V, because dilution dominates there. The capacitance of 6.5 µF/cm² is also low; real smooth electrodes have roughly 20 µF/cm², for which the dilution term at this charge would be about −0.25 V instead of −0.78 V. That is well below the measured coupling near zero charge, so the dominance of dilution, and with it the near equality of solid and liquid at 5 µC/cm², is a feature of this model and should not be expected of a real noble-metal electrode.

Within the model, the coupling at 5 µC/cm² moves to −0.87 V if the gradient coefficient is 1/5, to −0.91 V if the solvent layer begins at 0.14 nm, and to −0.78 V if the repulsion is 3 eV. A solvent layer beginning at 0.10 nm gives −0.62 V. The magnitude is therefore uncertain by at least 0.15 V. The response at zero charge is relatively far more sensitive: the first three changes move it from −0.096 V to about −0.19, −0.16 and −0.12 V, removing the repulsion altogether moves it to −0.23 V, and a solvent layer beginning at 0.10 nm brings it close to zero. Over these choices the derivative at fixed $\sigma$ at 5 µC/cm² ranges from about −0.10 to +0.08 V, so the shift of less than 1 µV quoted at the start holds only for the parameters chosen. Counterions reach 0.73 mol/L at the inner edge of the diffuse layer, about a tenth of the 7.7 mol/L of a simple-cubic packing of ions 0.6 nm across (close packing would give 10.9 mol/L), so crowding is modest: a lattice-gas correction for ions of that size shifts the coupling at 5 µC/cm² by about −0.002 V. These choices alter both sides of the Maxwell relation together and leave their equality intact.

In a plating or etching bath the assumption that breaks first is ideal polarizability. Charge that deposits or dissolves metal passes through the interface without being stored there, and growth brings stresses of its own. Dividing a measured stress change by the total charge passed then does not give $\varsigma$. Even in a capacitive range that quotient is only the average of $\varsigma$ over the charge interval, −0.44 V from zero to 5 µC/cm² in the model. The relation can be applied in a potential range where the charge passed is stored reversibly at the interface, in the double layer or in an adsorbate, and the surface returns to its initial state after each cycle. The numerical output below lists the computed values with their units.

## Computed values

```
electron density: 60 per nm3
temperature: 300 K; salt: 0.01 mol/L
permittivity: water 80, inner layer 10
inner layer: 0.30 nm thick, repels electrons by 5.0 eV
electron removal energy at q=0: 2.651 eV
surface stress f at q=0: 0.2303 N/m
surface tension gamma at q=0: 0.1153 N/m
highest electron level in inner layer, q=-5: -2.013 eV
dilute electron gas, least energy per electron: -2.263 eV without repulsion
electron charge inside inner layer, q=-5: 0.211 uC/cm2
q=-5 uC/cm2, e=0.00: df/dq=0.5053 V, dE/de=0.5053 V
q=+0 uC/cm2, e=0.00: df/dq=-0.0958 V, dE/de=-0.0958 V
q=+5 uC/cm2, e=0.00: df/dq=-0.7744 V, dE/de=-0.7744 V
q=-3 uC/cm2, e=0.02: df/dq=0.2761 V, dE/de=0.2761 V
f at q=5 uC/cm2: 0.2081 N/m mechanical, 0.2081 N/m from energy
E(q=5)-E(q=0): 0.8065 V
capacitance at q=5 uC/cm2: 6.451 uF/cm2
dE/de at fixed sigma=5 uC/cm2: 0.0007 V
sigma/c at q=5 uC/cm2: 0.7751 V
df/dE at fixed e: -4.9952 uC/cm2
-dq/de at fixed E: -4.9952 uC/cm2
gamma at q=5 uC/cm2: 0.0956 N/m
f from gamma at fixed E: 0.2081 N/m
liquid limit, q=5: dgamma/dq=-0.7751 V, dE/de=-0.7751 V
f(5)-f(0): direct -0.02221 N/m, from potentials -0.02221 N/m
equivalent mean stress in a 100 nm film: -0.2221 MPa
Debye length: 3.080 nm
diffuse-layer potential at q=5: 0.1108 V
diffuse-layer part of f at q=5: -0.00204 N/m
change of dE/de on doubling the cell: -0.00007 V
change of dE/de, half-film 0.8 to 1.2 nm: 7.9e-12 V
dE/de with thickness strain -e/2: -0.7747 V
dE/de with gradient coefficient 1/5: -0.8725 V
dE/de with dielectric edge at 0.14 not 0.12 nm: -0.9074 V
dE/de with solvent repulsion 3 eV: -0.7835 V
field in the inner layer: 5.65 MV/cm
counterions at contact: 0.727 mol/L
packing limit for 0.6 nm ions: 7.69 mol/L
Fermi energy: 5.589 eV; kT/Fermi energy: 0.00463
strain by charging, 100 nm film, 100 GPa: 2.22e-06
potential shift by that strain: 1.720 uV
```
